Effective gas diffusivity of a hierarchical bed of impermeable spheres, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one sphere to one added portion

A gaseous precursor diffuses through the pores of a bed of solid spheres and deposits a film inside it. The solid lets no gas through, so the spheres both take away cross-section and force the gas to go round them. The problem is to find how the effective diffusivity depends on porosity when the bed is built up from spheres of very different sizes, and then to use the answer for a bed being coated with molybdenum.

**Setting and conventions.** The precursor is dilute in a carrier gas at uniform temperature and pressure. The pores are much wider than the mean free path, so the flux density in the gas is

j = −D0 ∇c,

where c is the precursor concentration in the gas and D0 is the diffusivity in open gas. The state is steady, and until part (f) no precursor is consumed. Then ∇·j = 0, and c obeys Laplace's equation in the pores. On a sphere surface the normal component of ∇c is zero.

On a scale much larger than the spheres, the bed is described by

J = −D ∇C.

Here J is the flux per unit of total cross-section, solid included, while C is the smoothed concentration in the gas, not the amount per unit of total volume. With this choice C passes continuously from the bed into open gas, because the gas in the outermost pores is in contact with the gas outside. The porosity is ε, the solid volume fraction is φ, and ε + φ = 1.

### (a) One sphere in a uniform gradient

An impermeable sphere of radius a sits in gas in which the concentration far away is c = G z, up to a constant. Find the concentration around it.

**Solution.** Take the centre of the sphere as origin and write z = r cos θ. The imposed field is proportional to cos θ, and the sphere has no preferred direction of its own, so try

c = f(r) cos θ.

The angular part of the Laplacian acts on cos θ as

(1/(r² sin θ)) d/dθ [sin θ · d(cos θ)/dθ] = (1/(r² sin θ)) d/dθ [−sin² θ] = −2 cos θ/r².

Laplace's equation therefore becomes

f″ + 2f′/r − 2f/r² = 0.

A power f = r^s solves this if

s(s − 1) + 2s − 2 = s² + s − 2 = (s − 1)(s + 2) = 0,

so s = 1 or s = −2. The coefficient of r must be G to match the far field:

f = G r + b/r².

No flux enters the sphere, so f′(a) = 0:

G − 2b/a³ = 0, hence b = G a³/2.

The concentration is

c = G [r + a³/(2r²)] cos θ.

No other solution exists apart from an added constant. Let w be the difference of two solutions. It has no normal gradient on the sphere and no uniform gradient far away. It also has no 1/r term, since such a term would carry a net flux out of an impermeable sphere. After a constant is removed, w falls at least as 1/r² and its gradient as 1/r³. The integral of |∇w|² over the gas equals a surface integral of w times its normal gradient. That integral is zero on the sphere and vanishes on a distant surface, so ∇w = 0 everywhere.

The added term is a dipole field. On the side of high concentration it raises c, and on the other side it lowers c: gas backs up in front of the obstacle and is depleted behind it. At the equator of the sphere the tangential gradient has the size

|(1/a) ∂c/∂θ| = G (1 + 1/2) sin θ = 3G/2 at θ = π/2,

so the flux density right at the surface there is one and a half times the undisturbed value. Farther out in the equatorial plane the factor is 1 + a³/(2r³), which has fallen to 1.06 at r = 2a. The value of D0 appears nowhere in c, because a zero-flux condition does not depend on it. That fact is used in part (d).

### (b) A homogeneous sphere of another diffusivity

Replace the solid sphere by a ball of radius R filled with a uniform medium of diffusivity D1. Find the strength of the dipole it produces outside.

**Solution.** The same two powers of r are available. Inside, 1/r² would be infinite at the centre and is excluded:

outside: C = (G r + B/r²) cos θ,

inside: C = A r cos θ.

Continuity of C at r = R gives

A R = G R + B/R², so A = G + B/R³.

Continuity of the normal flux gives

D1 A = D0 (G − 2B/R³).

Let β = B/(G R³). Division of both conditions by G and elimination of A leave

D1 (1 + β) = D0 (1 − 2β).

Collecting the terms in β,

β (D1 + 2D0) = D0 − D1,

so that

β = (D0 − D1)/(2D0 + D1).

For D1 = D0 there is no disturbance, as there should be. For D1 = 0 we get β = 1/2, which is the result of part (a).

### (c) A dilute suspension of impermeable spheres

Many impermeable spheres, well separated and evenly spread, occupy a fraction φ of a large ball of radius R. Find the effective diffusivity D1 of the ball, and say to what order in φ the result can be trusted.

**Solution.** Seen from far away, the ball of gas and spheres must look like the homogeneous ball of part (b). This is Maxwell's argument. To lowest order each small sphere feels the imposed gradient G and has the dipole strength G a_i³/2 found in part (a). At distances much larger than R the different positions of the spheres matter only through terms that fall faster than 1/r², so the dipole strengths add:

B = (G/2) Σ a_i³.

The solid fraction is the ratio of sphere volume to ball volume,

φ = Σ a_i³/R³,

because the factors 4π/3 cancel. Thus B/(G R³) = φ/2, and comparison with part (b) gives

(D0 − D1)/(2D0 + D1) = φ/2.

Multiply out:

2D0 − 2D1 = 2φ D0 + φ D1,

2D0 (1 − φ) = D1 (2 + φ),

D1/D0 = 2(1 − φ)/(2 + φ).

For small φ, divide numerator and denominator by 2 and expand 1/(1 + φ/2):

D1/D0 = (1 − φ)(1 − φ/2 + φ²/4 − …) = 1 − (3/2)φ + (3/4)φ² − …

The gradient felt by one sphere is altered by the dipoles of the others. A neighbour at distance d contributes an amount of order G a³/d³. For evenly spread spheres the contributions of complete spherical shells around the chosen sphere cancel, since the angular average of a dipole field is zero, and what remains is of order φG. It changes each dipole by a relative amount of order φ, and therefore changes D1 in order φ². The coefficient −3/2 is safe for any such arrangement. The coefficient 3/4 depends on how the spheres are arranged.

The coefficient 3/2 has two sources. To first order,

1 − (3/2)φ = (1 − φ)(1 − φ/2).

The first factor is the loss of gas volume, and the second is the effect of the detour round the spheres.

Two numerical results support these statements. The first uses a cubic lattice of spheres with φ = 0.02, for which the concentration field was computed on a three-dimensional grid. The reduction divided by φ, that is (1 − D1/D0)/φ, came out as 1.484. The limiting value is 3/2, and the full formula gives

(1 − D1/D0)/φ = [(2 + φ − 2 + 2φ)/(2 + φ)]/φ = 3/(2 + φ) = 1.485.

The second concerns an arrangement for which the full formula holds at any φ. Surround one solid sphere of radius a with a shell of gas reaching out to radius R, so that φ = a³/R³ for this unit. In the shell, part (a) gives a field proportional to

f = r + a³/(2r²), with f′ = 1 − a³/r³.

A uniform medium of diffusivity D1 with the field A r cos θ joins this unit without any disturbance if both concentration and flux match at R, which requires

D1/D0 = R f′(R)/f(R) = (1 − φ)/(1 + φ/2) = 2(1 − φ)/(2 + φ).

Such a unit can replace a ball of the medium unnoticed. Units of all sizes, each with the same φ, can fill space in this way, and the whole then has the diffusivity D1. This will be called the coated-sphere arrangement. Direct numerical integration of the radial equation from a to R for φ = 0.20 gives D1/D0 = 0.72727, equal to the formula to all digits shown.

### (d) A portion of much larger spheres

A bed with porosity ε and effective diffusivity D already exists. Some of it is taken out and replaced, at fixed total volume, by new impermeable spheres that fill a small fraction v of the total volume. The new spheres are much larger than all spheres already present and are well separated from each other. Find the new porosity and the new diffusivity.

**Solution.** A new sphere replaces composite, not pure gas. The volume it takes up held gas in the fraction ε and solid in the fraction 1 − ε. The gas lost per unit of total volume is therefore ε v, and

ε_new = ε − ε v = ε (1 − v).

The solid fraction grows by (1 − φ)v, which is less than v, because part of the new solid stands where solid stood before.

For the diffusivity, consider the field around one new sphere. It varies over distances comparable with the radius of that sphere. On this scale the old spheres and pores are too fine to be resolved, and the surroundings act as a uniform medium with J = −D ∇C. Steady flow requires

∇·(D ∇C) = 0, hence ∇²C = 0,

because D is uniform. The normal component of J vanishes on the new surface. These are the equations of part (a), so the field is the same. Parts (b) and (c) then follow with D0 replaced by D throughout:

D_new = D [1 − (3/2)v + O(v²)].

The size separation enters here. Within a layer about as thick as the old spheres are wide, next to the new surface, the smoothed description does not apply. The layer matters less as the ratio of new to old radius grows, and the formula is the limit of a large ratio. If the new spheres were as small as the old ones, they would sit inside individual pores and feel the local gas field, and the replacement of D0 by D would have no justification.

The alternative would be to let every sphere reduce the flux as if it stood in open gas, so that the separate reductions add. The two rules can be told apart by solving for the concentration field with both sizes present. In such a calculation, large spheres on a cubic lattice filled 20 % of space, and small ones, with 1/16 of the radius, filled 20 % of the remainder; wherever the two overlapped, the large sphere took the place. The same method was applied to each size alone:

- small spheres alone: D/D0 = 0.7285,
- large spheres alone: D/D0 = 0.7267,
- product of the two: 0.5294,
- added reductions, counting only the 80 % of small spheres that remain, 0.7267 − 0.8 × (1 − 0.7285): 0.5095,
- both sizes resolved together: 0.5285.

The two single-size lattices are the same geometry at different scale, and the converged value for both is 0.7267. The value 0.7285 is higher because the small spheres are covered by fewer grid cells, so these numbers carry a grid error of about 0.3 %. Within that error the resolved value agrees with the product. It lies 3.7 % above the additive value. (If the removed small spheres were also counted, the sum would be 0.7285 + 0.7267 − 1 = 0.4552.) It lies 2.6 % below Maxwell's formula for the total solid fraction 0.36, which gives 0.5424. The porosity on the grid is 0.6420, again affected by grid error; the exact porosity of this geometry is 0.6398, against (1 − 0.20)² = 0.64 from the replacement rule. At this size ratio and these fractions, the result supports the rule that the large spheres see the fine composite as a medium, with a margin of a few per cent over the alternatives.

## Second half: the law and a bed being coated

**Symbols and results carried over.** D0 is the diffusivity in open gas. D is the effective diffusivity, defined by J = −D ∇C with J per total cross-section and C the concentration in the gas. The porosity is ε and the solid fraction is φ = 1 − ε. A portion of new, much larger spheres that fills the fraction v of the total volume changes a bed according to

ε → ε (1 − v), D → D [1 − (3/2)v + O(v²)].

For the coated-sphere arrangement, in which each new sphere carries its own shell of the medium present before (gas for the first portion, the earlier composite for later ones), one portion gives the factor 2(1 − v)/(2 + v) at any v.

### (e) Many small portions

Start from open gas and add portion after portion, each very small in volume and each much larger in sphere size than everything before it. Find D as a function of ε. Examine the limits of the result and what it depends on.

**Solution.** For an infinitesimal portion dv,

dD = −(3/2) D dv,

dε = −ε dv.

The terms of order v² drop out in the limit. If the final porosity is reached in n portions, each v is of order 1/n, and the neglected terms add up to something of order n·(1/n²) = 1/n. Their coefficient does not grow along the way, since every step is the same problem with a different background diffusivity.

The second equation gives dv = −dε/ε. Inserted in the first,

dD/D = (3/2) dε/ε.

Integrate from open gas, where ε = 1 and D = D0:

ln(D/D0) = (3/2) ln ε,

D = D0 ε^(3/2).

This is the Bruggeman law for impermeable spheres. The number 3/2 in the exponent is Maxwell's dilute coefficient. It becomes an exponent because each portion reduces D by a factor, while the same portion reduces ε by a factor.

As a check on the integration, portions of random size between 0 and 0.0004 were applied one after another, with the factors 1 − (3/2)v for D and 1 − v for ε. At the porosity 0.51196 the accumulated D/D0 was 0.36629, and ε^(3/2) is 0.36632.

**Limits.** For small φ,

(1 − φ)^(3/2) = 1 − (3/2)φ + (3/8)φ² + …,

which keeps the dilute slope. The second coefficient is 3/8, while the coated-sphere arrangement has 3/4. This is the dependence on arrangement noted in part (c). As ε → 0, D vanishes only together with the porosity: in this construction the pore space stays connected however little of it is left. A bed whose pores close off at a finite porosity, as when spheres are sintered together, does not follow the law near that point.

Adding many small portions of impermeable spheres, each much larger than everything before it, leads to the law D = D0 ε^(3/2). What remains is to examine what the law rests on, compare it with a few finite portions, and apply it to a bed being coated with molybdenum.
